# Relaxing Ferroelectric Stripe Domains and Extracting a Negative Layer Capacitance: test program

```python
"""
Result under test: in a relaxed stripe-domain state of a ferroelectric-dielectric
bilayer, C_f = dQ/dV_f found from small voltage changes equals the value from the
inverse Hessian, and it can be negative while the whole stack is stable.
Symbols: P polarization along z (C/m^2), x lateral (periodic), z thickness,
V voltage of the bottom electrode (top one at 0), Q mean electrode charge per area,
V_f laterally averaged voltage across the ferroelectric,
C = dQ/dV of the stack, C_d = eps_d/t_d, C_0 capacitance at frozen P.
Local energy a P^2/2 + b P^4/4, gradient energy g |grad P|^2 / 2.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

EPS0 = const.epsilon_0
NM = 1e-9
T_F, T_D = 8 * NM, 3 * NM
EPS_Z, EPS_X, EPS_D = 10 * EPS0, 25 * EPS0, 9 * EPS0
P_S = 0.20                       # spontaneous polarization, C/m^2
A_LANDAU = -2.5e9                # m/F
B_LANDAU = -A_LANDAU / P_S**2    # m^5/(F C^2)
G_GRAD = 6e-10                   # m^3/F
RHO, DT = 5.0, 1e-9              # viscosity (ohm m), time step (s)
C_D = EPS_D / T_D


class Bilayer:
    def __init__(self, period, nx=32, nf=32, a=A_LANDAU):
        self.period, self.nx, self.nf, self.a = period, nx, nf, a
        self.h = h = T_F / nf
        nd = int(round(T_D / h))
        assert abs(nd * h - T_D) < 1e-6 * h
        n = nf + nd
        self.k = 2 * np.pi * np.arange(nx // 2 + 1) / period
        # gradient from interior potential nodes to cells
        grad = np.zeros((n, n - 1))
        for j in range(n - 1):
            grad[j, j] = 1 / h
            grad[j + 1, j] = -1 / h
        self.eps_cell = np.r_[np.full(nf, EPS_Z), np.full(nd, EPS_D)]
        self.eps_node = np.r_[np.full(nf - 1, EPS_X), (EPS_X + EPS_D) / 2,
                              np.full(nd - 1, EPS_D)]
        stiff = grad.T @ (self.eps_cell[:, None] * grad)
        mats = stiff[None] + (self.k**2)[:, None, None] * np.diag(self.eps_node)
        self.phi_from_p = np.linalg.solve(
            mats, np.broadcast_to(grad.T[:, :nf], (len(self.k), n - 1, nf)))
        edge = np.zeros(n)
        edge[0] = -1 / h
        self.phi_from_v = np.linalg.solve(stiff, -grad.T @ (self.eps_cell * edge))
        self.e = -(grad @ self.phi_from_v + edge)[:nf]
        depol = grad[:nf] @ self.phi_from_p
        dz = np.diff(np.eye(nf), axis=0) / h
        self.lin = (depol + G_GRAD * (dz.T @ dz)[None]
                    + G_GRAD * (self.k**2)[:, None, None] * np.eye(nf))
        self.step_inv = np.linalg.inv(self.lin + RHO / DT * np.eye(nf))
        self.c0 = self.charge(np.zeros((nf, nx)), 1.0)

    def apply(self, mats, field):
        fk = np.fft.rfft(field, axis=1).T[:, :, None]
        return np.fft.irfft((mats @ fk)[:, :, 0].T, n=self.nx, axis=1)

    def potential(self, p, v):
        """Potential on all nodes, both electrodes included."""
        inner = self.apply(self.phi_from_p, p) + v * self.phi_from_v[:, None]
        return np.vstack([np.full(self.nx, v), inner, np.zeros(self.nx)])

    def charge(self, p, v):
        phi = self.potential(p, v).mean(axis=1)
        return -EPS_Z * (phi[1] - phi[0]) / self.h + p[0].mean()

    def fe_voltage(self, p, v):
        return v - self.potential(p, v)[self.nf].mean()

    def residual(self, p, v):
        return (self.a * p + B_LANDAU * p**3 + self.apply(self.lin, p)
                - v * self.e[:, None])

    def energy(self, p, v):
        dens = (self.a * p**2 / 2 + B_LANDAU * p**4 / 4
                + p * self.apply(self.lin, p) / 2 - v * self.e[:, None] * p)
        return self.h * dens.mean(axis=1).sum() - self.c0 * v**2 / 2

    def stripes(self):
        x = np.arange(self.nx) / self.nx
        return np.tile(0.15 * np.cos(2 * np.pi * x), (self.nf, 1))

    def relax(self, p, v, tol=1e-2, trace=None):
        for _ in range(20000):
            res = self.residual(p, v)
            if trace is not None:
                trace.append((self.energy(p, v), np.abs(p).max()))
            if np.abs(res).max() < tol:
                return p
            p = p - self.apply(self.step_inv, res)
        raise RuntimeError("relaxation did not converge")

    def extract(self, p, v0, dv):
        """Stack and ferroelectric capacitance from relaxed states at v0 +- dv."""
        up, down = self.relax(p, v0 + dv), self.relax(p, v0 - dv)
        dq = self.charge(up, v0 + dv) - self.charge(down, v0 - dv)
        dvf = self.fe_voltage(up, v0 + dv) - self.fe_voltage(down, v0 - dv)
        return dq / (2 * dv), dq / dvf, dq, dvf, up, down

    def hessian(self, p):
        ker = np.fft.irfft(self.lin, n=self.nx, axis=0)
        ix = np.arange(self.nx)
        full = ker[(ix[:, None] - ix[None, :]) % self.nx]
        size = self.nf * self.nx
        hess = full.transpose(2, 0, 3, 1).reshape(size, size).copy()
        hess[np.arange(size), np.arange(size)] += (self.a
                                                   + 3 * B_LANDAU * p**2).ravel()
        return hess

    def linear_capacitance(self, p, pin_walls=False):
        """Stack capacitance from the Hessian; optionally with blocked walls."""
        pk = 1j * self.k * np.fft.rfft(p, axis=1)
        pk[:, -1] = 0
        slope = np.fft.irfft(pk, n=self.nx, axis=1)
        shift = slope.ravel() / np.linalg.norm(slope)
        hess = self.hessian(p) + abs(self.a) * np.outer(shift, shift)
        drive = np.repeat(self.e, self.nx)
        if not pin_walls:
            resp = np.linalg.solve(hess, drive)
        else:
            block = np.zeros((self.nf, self.nx, self.nf))
            for j in range(self.nf):
                block[j, :, j] = np.abs(slope[j]) / np.linalg.norm(slope[j])
            block = block.reshape(-1, self.nf)
            sol = np.linalg.solve(hess, np.column_stack([drive, block]))
            free, modes = sol[:, 0], sol[:, 1:]
            resp = free - modes @ np.linalg.solve(block.T @ modes, block.T @ free)
        return self.c0 + self.h * (drive @ resp) / self.nx


def series_cf(c_total):
    return 1 / (1 / c_total - 1 / C_D)


# ---- Poisson solver against the analytic potential of a uniform-in-z stripe ----
poisson_err = []
for nf in (32, 64):
    m = Bilayer(8 * NM, nf=nf)
    k1 = m.k[1]
    kap = k1 * np.sqrt(EPS_X / EPS_Z)
    p_test = np.tile(0.1 * np.cos(2 * np.pi * np.arange(m.nx) / m.nx), (nf, 1))
    exact = 0.1 / (EPS_Z * kap / np.tanh(kap * T_F)
                   + EPS_D * k1 / np.tanh(k1 * T_D))
    poisson_err.append(abs(m.potential(p_test, 0.0)[nf, 0] / exact - 1))
assert poisson_err[0] < 0.02
assert 3.7 < poisson_err[0] / poisson_err[1] < 4.3

# ---- preferred period ----
def stripe_energy(period_nm):
    m = Bilayer(period_nm * NM)
    return m.energy(m.relax(m.stripes(), 0.0, tol=1e3), 0.0)


scan = minimize_scalar(stripe_energy, bounds=(5, 13), method="bounded",
                       options={"xatol": 0.02})
period_nm = round(float(scan.x), 1)
g_short, g_long = stripe_energy(0.8 * period_nm), stripe_energy(1.25 * period_nm)
model = Bilayer(period_nm * NM)
uniform_stiff = np.linalg.eigvalsh(model.lin[0])[0] + A_LANDAU
stripe_stiff = np.linalg.eigvalsh(model.lin[1])[0] + A_LANDAU
assert uniform_stiff > 0 > stripe_stiff

# ---- relaxation: energy must fall at every step ----
trace = []
p0 = model.relax(model.stripes(), 0.0, trace=trace)
energies, peaks = np.array(trace).T
g0 = energies[-1]
assert np.all(np.diff(energies) <= 1e-12 * abs(g0))
dt_max = 2 * RHO / (A_LANDAU + 3 * B_LANDAU * peaks.max()**2)
assert DT <= dt_max
assert g0 < 0 and g0 < g_short and g0 < g_long

# ---- gradient of the energy, and field energy from the fields themselves ----
rng = np.random.default_rng(1)
p_any = p0 + 0.02 * rng.standard_normal(p0.shape)
direction = rng.standard_normal(p0.shape)
step = 1e-5
numeric = (model.energy(p_any + step * direction, 0.3)
           - model.energy(p_any - step * direction, 0.3)) / (2 * step)
formula = model.h * (model.residual(p_any, 0.3) * direction).sum() / model.nx
assert abs(numeric - formula) < 1e-5 * model.h * np.linalg.norm(
    model.residual(p_any, 0.3)) * np.linalg.norm(direction) / model.nx

phi = model.potential(p0, 0.0)
ez = -np.diff(phi, axis=0) / model.h
phik = 1j * model.k * np.fft.rfft(phi[1:-1], axis=1)
phik[:, -1] = 0
ex = -np.fft.irfft(phik, n=model.nx, axis=1)
field_energy = model.h / 2 * ((model.eps_cell[:, None] * ez**2).mean(axis=1).sum()
                              + (model.eps_node[:, None] * ex**2).mean(axis=1).sum())
bound_energy = -model.h / 2 * (p0 * ez[:model.nf]).mean(axis=1).sum()
assert abs(field_energy / bound_energy - 1) < 1e-4

# ---- stability in a cell of two periods ----
double = Bilayer(2 * period_nm * NM, nx=2 * model.nx)
lam = eigh(double.hessian(np.tile(p0, (1, 2))), eigvals_only=True,
           subset_by_index=[0, 1]) / abs(A_LANDAU)
assert abs(lam[0]) < 1e-4 and lam[1] > 10 * abs(lam[0])

# ---- capacitance: small voltage changes against the inverse Hessian ----
c_lin = model.linear_capacitance(p0)
cf_lin = series_cf(c_lin)
steps = (0.05, 0.10, 0.20)
runs = [model.extract(p0, 0.0, dv) for dv in steps]
cf_err = [abs(r[1] / cf_lin - 1) for r in runs]
assert cf_err[0] < 5e-3
assert 3.6 < cf_err[1] / cf_err[0] < 4.4
c_tot, cf, dq, dvf = runs[0][:4]
assert abs(series_cf(c_tot) / cf - 1) < 1e-6
assert cf < 0 < C_D < c_tot

v_bias = 1.0
p_bias = model.relax(p0, v_bias)
q_bias = model.charge(p_bias, v_bias)
run_b = model.extract(p_bias, v_bias, 0.05)
cf_bias_lin = series_cf(model.linear_capacitance(p_bias))
assert abs(run_b[1] / cf_bias_lin - 1) < 1e-2
q_ramo = model.c0 * v_bias + model.h * (model.e * p_bias.mean(axis=1)).sum()
assert abs(q_ramo / q_bias - 1) < 1e-8
slope_g = (model.energy(run_b[4], v_bias + 0.05)
           - model.energy(run_b[5], v_bias - 0.05)) / 0.1
assert abs(-slope_g / q_bias - 1) < 5e-3

# ---- blocked walls ----
c_pin = model.linear_capacitance(p0, pin_walls=True)
cf_pin = series_cf(c_pin)
assert cf_pin > 0 and c_pin < C_D

# ---- grid convergence ----
def cf_on_grid(nx, nf, a=A_LANDAU):
    m = Bilayer(period_nm * NM, nx=nx, nf=nf, a=a)
    return m.extract(m.relax(m.stripes(), 0.0), 0.0, 0.05)[1]


cf_coarse, cf_fine, cf_x = cf_on_grid(32, 16), cf_on_grid(32, 64), cf_on_grid(64, 32)
assert abs(cf_fine - cf) < abs(cf - cf_coarse)
assert abs(cf_fine / cf - 1) < 0.03 and abs(cf_x / cf - 1) < 1e-3

# ---- sizes of neglected effects (rough inputs) ----
cf_uniform = (EPS_Z + 1 / A_LANDAU) / T_F
peak_field = np.abs(ez[model.nf:]).max()
breakdown = 8e8
coercive_rough = 1e8
barrier_ev, mass, attempt = 3.0, 0.3 * const.m_e, 1e13
column = phi[model.nf:, np.argmax(phi[model.nf])]
decay = np.sqrt(2 * mass * const.e * np.clip(barrier_ev - column, 0, None)) / const.hbar
wkb = 2 * model.h * (decay.sum() - (decay[0] + decay[-1]) / 2)
trap_time = np.exp(wkb) / attempt
screen = 0.02 * NM
c_screen = 1 / (1 / c_tot + 2 * screen / EPS0)
temp_use, temp_room, temp_curie = 358.0, 300.0, 700.0
a_factor = (temp_curie - temp_use) / (temp_curie - temp_room)
cf_hot = cf_on_grid(32, 32, a=A_LANDAU * a_factor)
thermal_ratio = abs(g0) * (period_nm * NM)**2 / (const.k * temp_use)

U = 100.0                        # F/m^2 to uF/cm^2, C/m^2 to uC/cm^2
print(f"thickness ferroelectric, dielectric: {T_F/NM:.1f}, {T_D/NM:.1f} nm")
print(f"relative eps_z, eps_x, eps_d: {EPS_Z/EPS0:.0f}, {EPS_X/EPS0:.0f}, {EPS_D/EPS0:.0f}")
print(f"a: {A_LANDAU:.3e} m/F; b: {B_LANDAU:.3e} m^5/(F C^2)")
print(f"g: {G_GRAD:.2e} m^3/F; P_s: {P_S*U:.1f} uC/cm^2")
print(f"intrinsic coercive field: {2/27**0.5*abs(A_LANDAU)*P_S/1e8:.3f} MV/cm")
print(f"bulk wall length sqrt(2g/|a|): {np.sqrt(2*G_GRAD/abs(A_LANDAU))/NM:.3f} nm")
print(f"grid steps x, z: {period_nm/model.nx:.4f}, {model.h/NM:.4f} nm")
print(f"Poisson error, 32 and 64 layers: {poisson_err[0]:.2e}, {poisson_err[1]:.2e}")
print(f"preferred period: {scan.x:.2f} nm; used: {period_nm:.1f} nm")
print(f"G at 0.8, 1, 1.25 periods: {g_short*1e3:.3f}, {g0*1e3:.3f}, {g_long*1e3:.3f} mJ/m^2")
print(f"stiffness of P=0, uniform: {uniform_stiff:.3e} m/F")
print(f"stiffness of P=0, stripe: {stripe_stiff:.3e} m/F")
print(f"viscosity: {RHO:.1f} ohm m; time step: {DT*1e9:.2f} ns; bound: {dt_max*1e9:.2f} ns")
print(f"relaxation steps at V=0: {len(trace)-1}")
print(f"peak P at bottom electrode: {np.abs(p0[0]).max()*U:.2f} uC/cm^2")
print(f"peak P at dielectric: {np.abs(p0[-1]).max()*U:.2f} uC/cm^2")
print(f"stray-field energy: {field_energy*1e3:.3f} mJ/m^2")
print(f"two lowest Hessian eigenvalues / |a|: {lam[0]:.1e}, {lam[1]:.4f}")
print(f"C_0 (frozen P): {model.c0*U:.4f} uF/cm^2; C_d: {C_D*U:.4f} uF/cm^2")
print(f"from -50 to +50 mV: dQ = {dq*U:.5f} uC/cm^2, dV_f = {dvf*1e3:.3f} mV")
print(f"same change: dV_d = {dq/C_D*1e3:.3f} mV")
print(f"C of stack: {c_tot*U:.4f} uF/cm^2; C/C_d: {c_tot/C_D:.4f}")
for dv, r, err in zip(steps, runs, cf_err):
    print(f"C_f, step {dv*1e3:.0f} mV: {r[1]*U:.4f} uF/cm^2; relative error {err:.2e}")
print(f"C_f from Hessian: {cf_lin*U:.4f} uF/cm^2")
print(f"effective relative permittivity C_f t_f/eps0: {cf*T_F/EPS0:.2f}")
print(f"C_f of uniform Landau layer: {cf_uniform*U:.4f} uF/cm^2")
print(f"bias {v_bias:.1f} V: Q = {q_bias*U:.4f} uC/cm^2, -dG/dV = {-slope_g*U:.4f} uC/cm^2")
print(f"bias {v_bias:.1f} V: C_f steps, Hessian: {run_b[1]*U:.4f}, {cf_bias_lin*U:.4f} uF/cm^2")
print(f"blocked walls: C = {c_pin*U:.4f}, C_f = {cf_pin*U:.4f} uF/cm^2")
print(f"C_f with 16, 32, 64 layers: {cf_coarse*U:.4f}, {cf*U:.4f}, {cf_fine*U:.4f} uF/cm^2")
print(f"C_f with 64 points in x: {cf_x*U:.4f} uF/cm^2")
print(f"mean ferroelectric field change, 50 mV step: {abs(dvf)/2/T_F/1e8:.5f} MV/cm")
print(f"rough measured coercive field: {coercive_rough/1e8:.1f} MV/cm")
print(f"peak normal field in dielectric: {peak_field/1e8:.2f} MV/cm")
print(f"rough breakdown field: {breakdown/1e8:.1f} MV/cm; ratio: {peak_field/breakdown:.2f}")
print(f"peak interface potential: {column[0]:.3f} V")
print(f"tunnel barrier: {barrier_ev:.1f} eV; mass: {mass/const.m_e:.1f} m_e; rate: {attempt:.0e} 1/s")
print(f"WKB exponent: {wkb:.2f}; trap filling time: {trap_time:.1e} s")
print(f"electrode screening {screen/NM:.2f} nm each: C = {c_screen*U:.4f} uF/cm^2")
print(f"rough Curie temperature: {temp_curie:.0f} K; room: {temp_room:.0f} K; use: {temp_use:.0f} K")
print(f"factor on a at use: {a_factor:.3f}; C_f there: {cf_hot*U:.4f} uF/cm^2")
print(f"|G| L^2 / kT at use: {thermal_ratio:.0f}")
print("PASS")
```

Output:

```
thickness ferroelectric, dielectric: 8.0, 3.0 nm
relative eps_z, eps_x, eps_d: 10, 25, 9
a: -2.500e+09 m/F; b: 6.250e+10 m^5/(F C^2)
g: 6.00e-10 m^3/F; P_s: 20.0 uC/cm^2
intrinsic coercive field: 1.925 MV/cm
bulk wall length sqrt(2g/|a|): 0.693 nm
grid steps x, z: 0.3063, 0.2500 nm
Poisson error, 32 and 64 layers: 9.31e-03, 2.35e-03
preferred period: 9.85 nm; used: 9.8 nm
G at 0.8, 1, 1.25 periods: -66.540, -70.085, -67.080 mJ/m^2
stiffness of P=0, uniform: 8.218e+08 m/F
stiffness of P=0, stripe: -1.881e+09 m/F
viscosity: 5.0 ohm m; time step: 1.00 ns; bound: 2.17 ns
relaxation steps at V=0: 69
peak P at bottom electrode: 19.46 uC/cm^2
peak P at dielectric: 6.71 uC/cm^2
stray-field energy: 33.328 mJ/m^2
two lowest Hessian eigenvalues / |a|: -1.1e-05, 0.0750
C_0 (frozen P): 0.7813 uF/cm^2; C_d: 2.6563 uF/cm^2
from -50 to +50 mV: dQ = 0.33634 uC/cm^2, dV_f = -26.623 mV
same change: dV_d = 126.623 mV
C of stack: 3.3634 uF/cm^2; C/C_d: 1.2662
C_f, step 50 mV: -12.6335 uF/cm^2; relative error 1.59e-04
C_f, step 100 mV: -12.6395 uF/cm^2; relative error 6.34e-04
C_f, step 200 mV: -12.6634 uF/cm^2; relative error 2.53e-03
C_f from Hessian: -12.6315 uF/cm^2
effective relative permittivity C_f t_f/eps0: -114.15
C_f of uniform Landau layer: -3.8932 uF/cm^2
bias 1.0 V: Q = 3.3141 uC/cm^2, -dG/dV = 3.3140 uC/cm^2
bias 1.0 V: C_f steps, Hessian: -15.0221, -15.0218 uF/cm^2
blocked walls: C = 1.5111, C_f = 3.5052 uF/cm^2
C_f with 16, 32, 64 layers: -12.6640, -12.6335, -12.6262 uF/cm^2
C_f with 64 points in x: -12.6342 uF/cm^2
mean ferroelectric field change, 50 mV step: 0.01664 MV/cm
rough measured coercive field: 1.0 MV/cm
peak normal field in dielectric: 4.65 MV/cm
rough breakdown field: 8.0 MV/cm; ratio: 0.58
peak interface potential: 0.787 V
tunnel barrier: 3.0 eV; mass: 0.3 m_e; rate: 1e+13 1/s
WKB exponent: 27.58; trap filling time: 9.5e-02 s
electrode screening 0.02 nm each: C = 2.9198 uF/cm^2
rough Curie temperature: 700 K; room: 300 K; use: 358 K
factor on a at use: 0.855; C_f there: -13.6475 uF/cm^2
|G| L^2 / kT at use: 1362
PASS
```
